\section*{Why Hafnia Imprint Can Follow the Last Stored Polarity}

\section{Result}

Consider a ferroelectric film in series with a thin non-switching interface layer, with charge traps where the two meet. At zero external bias the stored polarization $P$ produces a field in the interface layer that drives the trapped sheet charge $\sigma$ towards $P$. This charge has two effects:
\begin{equation}
\Delta V=-\frac{\sigma}{C_i},\qquad
E_f(V=0)=-\frac{P-\sigma}{d_f(C_i+C_f)} .
\label{eq:result}
\end{equation}
The first is the displacement of a fast hysteresis loop, the second the depolarizing field in the ferroelectric. For stored $P>0$ the charge becomes positive, the loop moves to negative voltage, and the depolarizing field weakens. The stored state is then harder to reverse. After a rewrite, $\sigma$ can change sign and the imprint follows.

This holds under conditions. The dwell must be long enough for charge to move, the read must be too short to move it back, and a rewritten state must survive until the old charge has left. Charging under a long bias can also have the opposite sign.

\section{Three contributions to the fields}

The interface layer has thickness $d_i$ and permittivity $\varepsilon_i$, and touches the electrode at potential $V$. The ferroelectric has thickness $d_f$ and background permittivity $\varepsilon_f$, and touches the grounded electrode. Positive fields and positive $P$ point from the first electrode to the second. The electrodes have equal work functions, and all quantities are averaged over the area (mean field). Define $C_i=\varepsilon_i/d_i$ and $C_f=\varepsilon_f/d_f$, both capacitances per area.

The voltage sum and Gauss's law at the charged interface are
\begin{align}
V&=E_id_i+E_fd_f,\\
\sigma&=\varepsilon_fE_f+P-\varepsilon_iE_i .
\label{eq:gauss}
\end{align}
Inserting $E_f=(V-E_id_i)/d_f$ into the second equation gives
\begin{equation}
C_f(V-E_id_i)+P-C_iE_id_i=\sigma .
\end{equation}
Collecting the terms in $E_id_i$, and then subtracting that voltage from $V$, yields
\begin{align}
E_i&=\frac{C_fV+P-\sigma}{d_i(C_i+C_f)},\label{eq:ei}\\
E_f&=\frac{C_iV-P+\sigma}{d_f(C_i+C_f)}.\label{eq:ef}
\end{align}

Bias, polarization and trapped charge enter additively. The example uses round model parameters: $d_i=0.5$ nm, $d_f=10$ nm, relative permittivities 20 and 30, and saturation polarization $P_s=0.2\ \mathrm{C/m^2}$. Then $C_i=0.3542$ and $C_f=0.02656\ \mathrm{F/m^2}$.

At 3 V the bias term in the interface layer is $C_fV=0.080\ \mathrm{C/m^2}$, less than half of $P_s$. In the ferroelectric it is $C_iV=1.06\ \mathrm{C/m^2}$, about five times $P_s$. The bias therefore dominates switching, while the polarization is the largest source of field in the interface layer. That field remains when the bias is removed: for $\sigma=0$ it is $1.05\times10^9$ V/m, against $-5.25\times10^7$ V/m in the ferroelectric.

The interface field exceeds the few times $10^8$ V/m at which thicker layers of such permittivity typically break down. Electrons can also tunnel through 0.5 nm much faster than the seconds found below, so slow hopping is an assumption of the model. The example illustrates the mechanism; its times and voltages are not predictions for a real film.

\section{Charge motion at zero bias}

Current densities $J_i$ and $J_f$ are positive along the positive field direction. Charge enters the interface through the layer and leaves through the ferroelectric, so
\begin{equation}
\frac{d\sigma}{dt}=J_i-J_f .
\label{eq:cont}
\end{equation}
Passive conduction means that each current has the sign of its local field. At $V=0$ and $\sigma<P$, equations \eqref{eq:ei} and \eqref{eq:ef} give $E_i>0$ and $E_f<0$. Hence $J_i\ge0$ and $-J_f\ge0$: both paths raise $\sigma$. For $\sigma>P$ both signs reverse. As long as $P$ is held and at least one path conducts, $\sigma$ moves towards $P$. A positive current into the traps may equally be electrons leaving them for the electrode.

To obtain a time law, let conduction through the interface layer dominate. A carrier of charge $e$ hops a distance $a$ between equivalent sites. The field lowers the forward barrier by $eaE_i/2$ and raises the backward barrier by the same amount. The difference of the two thermally activated rates gives
\begin{equation}
J_i=J_0\sinh\frac{E_i}{E_0},\qquad E_0=\frac{2k_BT}{ea}.
\end{equation}
At $V=0$, define
\begin{equation}
S=E_0d_i(C_i+C_f),\qquad u=\frac{P-\sigma}{S},\qquad \tau=\frac{S}{J_0}.
\end{equation}
Then $E_i/E_0=u$. With $P$ constant, $du/dt=-(1/S)\,d\sigma/dt$, so
\begin{equation}
\frac{du}{dt}=-\frac{\sinh u}{\tau}.
\label{eq:u}
\end{equation}
Since $\int du/\sinh u=\ln\tanh(u/2)$, integration from $u_0$ gives
\begin{equation}
\tanh\frac u2=\tanh\frac{u_0}{2}\,e^{-t/\tau}.
\label{eq:tanh}
\end{equation}

Two limits are useful. For $u_0\gg1$ and $t\ll\tau$, use $\tanh(u/2)\simeq1-2e^{-u}$ and $e^{-t/\tau}\simeq1-t/\tau$. To leading order,
\begin{equation}
e^{-u}\simeq e^{-u_0}+\frac{t}{2\tau}.
\label{eq:early}
\end{equation}
Starting from $\sigma=0$, we have $u_0=P/S$ and $\sigma=S(u_0-u)$, hence
\begin{equation}
\sigma\simeq S\ln\left(1+\frac{t}{t_{\rm on}}\right),\qquad
t_{\rm on}=2\tau e^{-P/S}.
\label{eq:log}
\end{equation}
The growth is linear for $t\ll t_{\rm on}$ and logarithmic for $t_{\rm on}\ll t\ll\tau$, because the arriving charge weakens the field that drives it. For $t\gg\tau$, $u$ is small and $P-\sigma\simeq2Se^{-t/\tau}$, so the approach to full compensation is exponential.

With $T=300$ K, $a=0.5$ nm and $J_0=2\times10^{-7}\ \mathrm{A/m^2}$, the scales are $S=0.01969\ \mathrm{C/m^2}$, $P_s/S=10.16$, $\tau=9.84\times10^4$ s and $t_{\rm on}=7.62$ s. After 100 s,
\begin{equation}
\sigma\simeq0.01969\,\ln\left(1+\frac{100}{7.62}\right)
=0.0521\ \mathrm{C/m^2}.
\end{equation}
Integration of the coupled charge and switching equations gives the same value to the digits shown. It corresponds to $3.25\times10^{17}$ elementary charges per square metre. The model has no trap saturation; with fewer available sites the imprint would stop growing earlier.

\section{Displacement of the loop}

Equation \eqref{eq:ef} can be written as
\begin{equation}
E_f=\frac{C_i(V+\sigma/C_i)-P}{d_f(C_i+C_f)} .
\end{equation}
If $\sigma$ is frozen during the read, a capacitor with charge at voltage $V$ has the same relation between $E_f$ and $P$ as an uncharged one at $V+\sigma/C_i$. Whatever law connects $P$ to the history of $E_f$, both branches therefore move by $-\sigma/C_i$. The ramp rate must be the same, and each branch must start saturated, because the end points of the voltage sweep do not move with the loop.

The example uses write pulses of 1 $\mu$s and triangular reads with a period of 10 $\mu$s, both of amplitude 3 V. A fresh positive state gives half-switching voltages of $-1.785$ and $+1.785$ V. After 100 s at zero bias they are $-1.932$ and $+1.638$ V. The predicted displacement is
\begin{equation}
-\frac{0.05213}{0.3542}=-0.147\ \mathrm V,
\end{equation}
as found for both branches. After one hour, $\sigma=0.121\ \mathrm{C/m^2}$ and the centre lies at $-0.342$ V. With the charge held immobile, the same storage produces no shift to within 0.1 mV. In this model charge motion, and not storage as such, causes the imprint.

The read must be short. At $-3$ V, just after reversal to $-P_s$, the magnitude of $E_i/E_0$ is $(0.080+0.200+0.052)/0.01969\simeq16.9$, and the current density is about $2\ \mathrm{A/m^2}$. Acting for the whole 10 $\mu$s, it would move only $2\times10^{-5}\ \mathrm{C/m^2}$. At its initial rate it would remove the entire stored charge in about 0.025 s. Reads with a period of 1 s therefore remove the charge they are meant to measure, but only once the polarization has reversed. The first branch still carries the full displacement of $-0.147$ V relative to a fresh state read at the same rate, while the centres of the first three cycles are $-0.076$, $-0.010$ and $-0.002$ V.

\section{Stabilization after the bias is removed}

The loop shift shows which state is favoured, but retention also needs a switching rate. Take Merz's law for the switching time,
\begin{equation}
t_{\rm sw}=t_0\exp\frac{E_a}{|E_f|},
\end{equation}
with $t_0=10^{-12}$ s and $E_a=2.2\times10^9$ V/m. The area not yet aligned with $E_f$ switches at rate $1/t_{\rm sw}$. At $V=0$, a charge between zero and $P$ reduces $|E_f|$ by the factor $1-\sigma/P$. After 100 s this factor is $1-0.0521/0.2=0.74$, and the field has fallen from $5.25\times10^7$ to $3.88\times10^7$ V/m. The exponent $E_a/|E_f|$ rises from 41.9 to 56.6, and the switching time from $1.5\times10^6$ to $4\times10^{12}$ s. A modest change of field is amplified by the exponential.

Over ten years the model keeps 81\% of $P_s$ with immobile charge, and 100\% to the printed precision with mobile charge. The loss without charge motion is limited because reversal itself lowers the mean depolarizing field. At 81\% polarization the exponent has grown by about 10, and the switching time has reached roughly $4\times10^{10}$ s, far beyond ten years. These figures depend strongly on $E_a$; the direction of the effect does not.

\section{The old charge against the new state}

Now write $-P_s$ while a positive charge $\sigma_0$ remains. The two sources of field in the ferroelectric add, and its magnitude becomes
\begin{equation}
|E_f|=\frac{P_s+\sigma_0}{d_f(C_i+C_f)} .
\end{equation}
The old imprint initially works against the new state. In the interface layer, however, the field is also larger, and it expels the old charge faster. With $u=(P_s+\sigma)/S$, equation \eqref{eq:u} holds again. The charge passes zero when $u=P_s/S$, so \eqref{eq:tanh} gives
\begin{equation}
t_*=\tau\ln\frac{\tanh[(P_s+\sigma_0)/(2S)]}{\tanh[P_s/(2S)]}
\simeq t_{\rm on}\left(1-e^{-\sigma_0/S}\right).
\label{eq:tstar}
\end{equation}
The last form uses $\ln\tanh(x/2)\simeq-2e^{-x}$ for large $x$. As long as the new polarization stays at $-P_s$, $t_*$ remains below a limit that is $t_{\rm on}$ to leading order, however large $\sigma_0$ was. Any loss of polarization weakens the field that expels the charge and lengthens this time. The bound is why the last polarity can prevail over a longer earlier storage, provided little of the new polarization is lost before the charge changes sign.

For $\sigma_0=0.0521\ \mathrm{C/m^2}$ the formula gives 7.08 s; the full model gives 7.23 s. After 100 s in the new state the loop centre is at $+0.142$ V, slightly smaller in magnitude than the earlier 0.147 V. Equation \eqref{eq:early}, started from $\sigma_0$, accounts for most of the difference:
\begin{equation}
|\sigma|\simeq S\ln\left(e^{-\sigma_0/S}+\frac{t}{t_{\rm on}}\right)
=0.0508\ \mathrm{C/m^2},
\end{equation}
or 0.143 V. The remaining millivolt comes from the 0.2\% loss of polarization, which occurs early, while the old charge is still present. At later times \eqref{eq:early} makes $(|P|-|\sigma|)/S$ depend almost only on $t$, so $|\sigma|$ is lower by the lost polarization, $0.00217\times0.2=4.3\times10^{-4}\ \mathrm{C/m^2}$. Divided by $C_i$ this is 1.2 mV.

Survival is a race between two times. At its initial rate, the charge changes by $S$ in the time $\tau/\sinh u\simeq t_{\rm on}e^{-\sigma_0/S}$. After 100 s of previous storage this is 0.5 s, against a switching time of 268 s. After one hour it is about 0.02 s, but the switching time has dropped to about 0.2 s. The polarization lost in the next 100 s is accordingly 0.2\% in the first case and 10\% in the second. Strong imprint thus protects the old state at the expense of the opposite one. If reversal is faster than the charge, more of the new polarization is lost, and the imprint that follows is weaker or for a time keeps its old sign. The loss slows itself, however, because reversal lowers the mean field that drives it. While positive charge remains, the field in the ferroelectric vanishes only at $P=\sigma$, beyond $P=0$. The new polarity itself can therefore be lost in principle if the old charge stays. Near $P=0$, however, the remaining field is only $\sigma/[d_f(C_i+C_f)]$. For the charge left by one hour of storage this is $3.2\times10^7$ V/m, and by Merz's law the loss would take far longer than ten years even if that charge never moved. An immobile charge would bring $P$ to zero within ten years only above about $0.82P_s$, a value the model reaches after roughly 8.5 hours of storage. With mobile charge the new polarity survives even then, but it is weakened: after one day and one week of earlier storage, 32\% and 38\% of the rewritten polarization are lost, and after 100 s the charge still has its old sign.

\section{When bias charging has the opposite sign}

At zero bias both conduction paths drive $\sigma$ the same way. Under a positive bias large enough to make $E_f>0$, they compete. Let the layers be ohmic with conductivities $g_i$ and $g_f$. In steady state the same current density $J$ crosses both, so $E_i=J/g_i$ and $E_f=J/g_f$. The voltage sum and \eqref{eq:gauss} give
\begin{equation}
J=\frac{V}{d_i/g_i+d_f/g_f},\qquad
\sigma=P+J\left(\frac{\varepsilon_f}{g_f}-\frac{\varepsilon_i}{g_i}\right).
\end{equation}
For $g_i/g_f=0.01$ and $V=3$ V, the interface layer takes 2.5 V and the ferroelectric 0.5 V. Thus
\begin{equation}
\sigma=0.2+0.02656\times0.5-0.3542\times2.5
=-0.67\ \mathrm{C/m^2},
\end{equation}
opposite to $P$. The corresponding interface field, $5\times10^9$ V/m, is too large to take this magnitude as realistic; the case establishes the possible sign. Polarity-following imprint therefore requires that charge motion during zero-bias storage outweigh any such charging during the write. The main example has no conduction through the ferroelectric, so this opposite charging cannot occur there. Its write pulse is also too short to leave noticeable charge of either sign: the fresh loop is centred to within 0.1 mV.

\section*{Numbers as computed}
\begin{verbatim}
interface thickness: 0.5 nm
ferroelectric thickness: 10 nm
interface relative permittivity: 20
ferroelectric relative permittivity: 30
saturation polarization: 0.2 C/m^2
temperature: 300 K
hop length: 0.5 nm
hopping current scale J0: 2e-07 A/m^2
Merz time t0: 1e-12 s
Merz activation field: 2.2e+09 V/m
write and read amplitude: 3 V
write pulse: 1e-06 s
fast read period: 1e-05 s
slow read period: 1 s
C_i: 0.3542 F/m^2
C_f: 0.02656 F/m^2
hopping field scale E0: 1.034e+08 V/m
charge scale S: 0.01969 C/m^2
P_s/S: 10.16
relaxation time tau: 9.843e+04 s
onset time t_on: 7.617 s
interface field, sigma=0: 1.051e+09 V/m
ferroelectric field, sigma=0: -5.253e+07 V/m
interface field after 100 s: 7.768e+08 V/m
ferroelectric field after 100 s: -3.884e+07 V/m
ferroelectric field just after rewrite: 6.622e+07 V/m
Merz time, sigma=0: 1.54e+06 s
Merz time after 100 s: 3.99e+12 s
Merz time just after rewrite: 268 s
sigma after 100 s: 0.05213 C/m^2
sigma after 100 s, log law: 0.05213 C/m^2
trapped charges after 100 s: 3.25e+17 1/m^2
sigma after 1 h: 0.1213 C/m^2
fresh loop switching: -1.7851 and 1.7851 V
loop switching after 100 s: -1.9323 and 1.6379 V
loop centre, fresh: -0.0000 V
loop centre after 100 s: -0.1472 V
-sigma/C_i after 100 s: -0.1472 V
loop centre after 1 h: -0.3423 V
-sigma/C_i after 1 h: -0.3424 V
loop centre, immobile charge: 0.0000 V
centre after rewrite and 100 s: 0.1422 V
charge zero time, formula: 7.078 s
charge zero time, full model: 7.225 s
P loss in 100 s, first state: 0.000293 %
P loss, rewrite after 100 s: 0.217 %
P loss, rewrite after 1 h: 10.2 %
centre in third slow cycle: -0.0019 V
P kept 10 years, mobile charge: 100 %
P kept 10 years, immobile charge: 80.65 %
conductivity ratio g_i/g_f, bias case: 0.01
steady sigma under +3 V, bias case: -0.6721 C/m^2
\end{verbatim}
